# Conductance channels of a widening hard-wall cylindrical filament

## Problem

A resistive memory cell conducts through a narrow filament in an insulating oxide. Model the filament as a straight circular cylinder of radius $R$ with constant potential inside and an impenetrable wall. The electrons have the free-electron mass and energy $E=1$ eV, measured from the potential floor inside the filament.

1. Find the modes of the filament and the condition for a mode to carry current.
2. Put the mode openings in order of increasing $R$. How many channels are open after each of the first four openings, if the two spin states are counted as one channel?
3. Find the opening radii in nm.
4. The filament joins two reservoirs without reflection. Find the current at low temperature and 0.10 V for $R=0.40$, 0.60, 0.90, 1.04 and 1.16 nm.
5. Estimate how the results change with a finite wall 2.0 eV above the electron energy, a temperature of 300 K, a constriction only 1.0 nm long, an elliptical section with axis ratio 1.10, and an effective mass of half the free mass. Take these changes one at a time.

Use Hartree atomic units ($\hbar=m_e=e=1$) for the derivation, with $e$ the magnitude of the electron charge.

## Solution

### 1. Modes and the opening condition

Inside the cylinder $-\tfrac12\nabla^2\psi=E\psi$, and $\psi=0$ at $r=R$. Neither the potential nor the wall depends on $\phi$ or $z$, so we try

$$\psi=F(r)\,e^{im\phi}e^{iqz}.$$

The wavefunction must return to itself when $\phi$ grows by $2\pi$, so $m$ is an integer. In cylindrical coordinates the Laplacian gives

$$F''+\frac{F'}{r}-\frac{m^2}{r^2}F+\gamma^2F=0,\qquad \gamma^2=2E-q^2 .$$

The constant $\gamma^2$ is positive. To see this, write the equation as $(rF')'-m^2F/r+\gamma^2rF=0$, multiply by $F$ and integrate from 0 to $R$. The boundary term $rFF'$ vanishes at the wall and, for a regular function, on the axis. Hence

$$\gamma^2=\frac{\int_0^R\left(rF'^2+m^2F^2/r\right)dr}{\int_0^R rF^2\,dr}>0. \tag{1}$$

With $x=\gamma r$ the radial equation becomes Bessel's equation,

$$x^2F''+xF'+(x^2-m^2)F=0 .$$

Let $M=|m|$ and insert $F=x^M\sum_s a_sx^{2s}$. The coefficient of $x^{M+2s}$ gives

$$\left[(M+2s)^2-M^2\right]a_s=-a_{s-1}\quad\Rightarrow\quad a_s=-\frac{a_{s-1}}{4s(s+M)} .$$

Choosing $a_0=1/(2^MM!)$ yields the Bessel function

$$J_M(x)=\sum_{s=0}^{\infty}\frac{(-1)^s}{s!\,(s+M)!}\left(\frac x2\right)^{2s+M}. \tag{2}$$

The second independent solution behaves as $\ln x$ for $M=0$ and as $x^{-M}$ for $M\ge1$. Its kinetic-energy integral $\int rF'^2dr$ diverges at the axis, so it is rejected.

The wall requires $J_M(\gamma R)=0$. If $j_{M,n}$ is the $n$-th positive zero of $J_M$, then $\gamma=j_{M,n}/R$ and

$$E=\frac{j_{M,n}^2}{2R^2}+\frac{q^2}{2}. \tag{3}$$

The first term is the energy of transverse confinement; the second is left for motion along the filament. The mode propagates if $q^2>0$. If $q^2<0$, then $q$ is imaginary and the mode decays along $z$. A mode is therefore open when

$$R>\frac{j_{M,n}}{k},\qquad k=\sqrt{2E}. \tag{4}$$

Widening the filament lowers every confinement energy, so an open mode stays open.

### 2. Order and number of channels

The order of openings is the order of the zeros. Summing series (2) on either side of each sign change gives:

| Function | Lower point | Upper point |
|---|---|---|
| $J_0$ | $J_0(2.40)=+0.00251$ | $J_0(2.41)=-0.00268$ |
| $J_1$ | $J_1(3.83)=+0.00069$ | $J_1(3.84)=-0.00334$ |
| $J_2$ | $J_2(5.13)=+0.00191$ | $J_2(5.14)=-0.00149$ |
| $J_0$ | $J_0(5.52)=-0.00003$ | $J_0(5.53)=+0.00337$ |

A sign change proves that a zero exists, but not that no smaller one was missed. Two facts settle this.

**Positivity near the axis.** In (2) the magnitude of term $s$ divided by that of the previous term is $(x/2)^2/[s(s+M)]$. For $0<x<2\sqrt{M+1}$ this ratio is below 1 from the first step and falls thereafter. The alternating sum is then positive. So $J_0$, $J_1$, $J_2$ and $J_3$ have no zero below 2, 2.82, 3.46 and 4, respectively.

**Spacing of zeros.** Put $F=u/\sqrt x$. Then

$$F'=\frac{1}{\sqrt x}\left(u'-\frac{u}{2x}\right),\qquad F''=\frac{1}{\sqrt x}\left(u''-\frac{u'}{x}+\frac{3u}{4x^2}\right),$$

and Bessel's equation becomes

$$u''+Qu=0,\qquad Q=1+\frac{1/4-M^2}{x^2}.$$

Let $a<b$ be neighbouring zeros of $u$, with $u>0$ between them, and let $Q<c^2$ there. Suppose that $b-a\le\pi/c$. Then $v=\sin[c(x-a)]$ is positive between them, and

$$\int_a^b(c^2-Q)uv\,dx=\int_a^b(u''v-uv'')\,dx=\left[u'v-uv'\right]_a^b=u'(b)v(b)\le0 .$$

The left side is positive, which is a contradiction. Hence neighbouring zeros are more than $\pi/c$ apart. For $M\ge1$ we may take $c=1$, so the spacing exceeds $\pi$. For $M=0$ and $x>2$ we have $Q<17/16$, so the spacing exceeds $4\pi/\sqrt{17}>3.04$.

Now check each function.

- A zero of $J_1$ before the one in the table would lie below $3.84-\pi=0.70$, where $J_1$ is positive. The tabulated zero is the first, and the second lies above $3.83+\pi>6.97$.
- An earlier zero of $J_2$ would lie below $5.14-\pi<2.00$, which is likewise excluded. Its second zero lies above 8.27.
- For $J_0$, the zero near 2.40 is the first, because an earlier one would have to lie between 2 and 2.41, too close to it. The next must lie above $2.40+3.04=5.44$. Two zeros cannot fit between 5.44 and 5.53, so the one near 5.52 is the second. The third lies above 8.56.
- For $J_3$ at $x=5.53$, dividing the series by its positive first term gives $1-1.911+1.461-0.621+0.169-0.032+0.005-\dots\approx0.07$. This is positive. A single zero between 4 and 5.53 would have made it negative, and two cannot fit there. Hence $j_{3,1}>5.53$.
- Larger $M$ gives a larger first zero. The lowest $\gamma^2$ for given $M$ is the minimum of (1). Take the minimizing function for $M+1$ as a trial function for $M$: the centrifugal term is smaller, so the minimum for $M$ lies below that for $M+1$.

The first four distinct openings therefore belong to $j_{0,1}$, $j_{1,1}$, $j_{2,1}$ and $j_{0,2}$. For $M=0$ there is one mode. For $M\ge1$ there are two independent modes, $e^{iM\phi}$ and $e^{-iM\phi}$, with the same energy. The additions are $1,2,2,1$, so

$$N=1,\;3,\;5,\;6 .$$

These are orbital channels. Counting the two spins separately would give 2, 6, 10 and 12.

A calculation without Bessel functions checks both the order and the pairing. The wavefunction on a unit disc was expanded in $(1-x^2-y^2)x^py^q$ with $p+q\le10$, and the energy matrix was diagonalized. The lowest transverse wavenumbers are 2.4048, 3.8317 (twice), 5.1356 (twice), 5.5201 and 6.3802 (twice).

### 3. Opening radii

For 1 eV, $E=0.036749$ hartree, so

$$k=\sqrt{2(0.036749)}=0.27111\ \text{bohr}^{-1}=\frac{0.27111}{0.052918\ \text{nm}}=5.123\ \text{nm}^{-1}.$$

The first opening is at $R=2.4048/5.123=0.469$ nm, or **0.47 nm**. The others follow in the same way:

| Zero | Value | Opening radius (nm) | $N$ above it |
|---|---|---|---|
| $j_{0,1}$ | 2.4048 | 0.469 | 1 |
| $j_{1,1}$ | 3.8317 | 0.748 | 3 |
| $j_{2,1}$ | 5.1356 | 1.002 | 5 |
| $j_{0,2}$ | 5.5201 | 1.077 | 6 |
| $j_{3,1}$ | 6.3802 | 1.245 | 8 |

The five-channel plateau is narrow, about 0.075 nm wide, because $j_{2,1}$ and $j_{0,2}$ are close. By (4) all radii scale as $E^{-1/2}$: at 4 eV each would be half as large. The value 0.47 nm thus belongs to 1 eV above the filament floor, not to 1 eV above some other reference.

### 4. Current

Take a long filament of length $L$ with periodic ends. Neighbouring values of $q$ differ by $2\pi/L$, and a state moving with velocity $q$ carries a current of magnitude $q/L$. Let one reservoir fill right-moving states up to $E+V/2$ and the other fill left-moving states up to $E-V/2$. Below the lower limit the two flows cancel. Each open orbital channel contributes, with a factor 2 for spin,

$$I_1=2\int\frac{L\,dq}{2\pi}\,\frac qL=\frac1\pi\int q\,dq=\frac1\pi\int_{E-V/2}^{E+V/2}dE'=\frac V\pi .$$

The step $q\,dq=dE'$ follows from (3) at fixed $R$. A fast channel has fewer states per unit energy, and its higher velocity compensates for this. Since $h=2\pi$ in atomic units, $1/\pi=2e^2/h$, and

$$I=N\,\frac{2e^2}{h}\,V,\qquad \frac{2e^2}{h}=77.48\ \mu\text{S}. \tag{5}$$

This requires that no channel opens inside the energy window, here 0.95 to 1.05 eV. The tightest of the five cases is $R=1.04$ nm, where the last open pair has confinement energy $(1.0024/1.04)^2=0.929$ eV and the next mode has 1.073 eV. Both lie outside the window.

For $R=1.04$ nm, $I=5\times77.48\ \mu\text{S}\times0.10\ \text{V}=38.7\ \mu$A. The full set is:

| $R$ (nm) | $N$ | $I$ ($\mu$A) |
|---|---|---|
| 0.40 | 0 | 0 |
| 0.60 | 1 | 7.7 |
| 0.90 | 3 | 23.2 |
| 1.04 | 5 | 38.7 |
| 1.16 | 6 | 46.5 |

The zero at 0.40 nm is the long-filament result; a short constriction leaks.

### 5. What the ideal model leaves out

**Finite wall.** At an opening, $q=0$. Inside, $F\propto J_M(kr)$. In the oxide the wave decays with constant $\kappa=\sqrt{2U}$, where $U$ is the barrier above the electron energy. The decaying solution there is the modified Bessel function $K_M(\kappa r)$. With equal masses on both sides, continuity of $F$ and $F'$ requires

$$k\,\frac{J_M'(kR)}{J_M(kR)}=\kappa\,\frac{K_M'(\kappa R)}{K_M(\kappa R)} .$$

For a high wall, $K_M'/K_M\approx-1$. Near its zero, $J_M(kR)\approx k(R-R_{\rm hard})J_M'$. The condition then reduces to $R\approx R_{\rm hard}-1/\kappa$: the wave behaves as if the hard wall stood one decay length further out. For $U=2.0$ eV, $1/\kappa=0.138$ nm, which predicts a first opening near 0.33 nm. Solving the full condition gives 0.349 nm, which is 26% below the hard-wall value. The next three openings move to 0.628, 0.884 and 0.957 nm. The fifth moves to 1.127 nm. The order is unchanged, but the radii are not reliable without the wall height: at the five radii of part 4 the count becomes 1, 1, 5, 6, 8 instead of 0, 1, 3, 5, 6.

**Temperature.** For small bias, each channel's sharp step is averaged over the thermal energy window and becomes a Fermi function of its confinement energy $E_i$:

$$\frac{G}{2e^2/h}=\sum_i\frac{1}{1+e^{(E_i-E)/k_BT}} .$$

The sum runs over all orbital modes, and $E$ serves as the chemical potential. At 300 K, $k_BT=0.0259$ eV. At $R=1.04$ nm the pair at 0.929 eV contributes $2\times0.94$ and the closed mode at 1.073 eV contributes 0.055. With the three lower channels, the total is 4.93 instead of 5. A bias of 0.10 V is about four $k_BT$ and not strictly small; averaging the sum over the bias window gives 4.90. At 0.40, 0.60 and 0.90 nm the small-bias result equals the integer to three decimals, since every opening is at least nine $k_BT$ away. At 1.16 nm it does so only because two changes nearly cancel: the open mode at 0.863 eV loses 0.005, and the closed pair at 1.153 eV adds 0.005 in total.

**Finite length.** A closed mode has $q=i\beta$ with $\beta=\sqrt{2(E_i-E)}$, and its density falls as $e^{-2\beta z}$. For the sixth mode at $R=1.04$ nm, $\beta=1.39\ \text{nm}^{-1}$, so over 1.0 nm the factor is $e^{-2.78}=0.062$. This estimates the size of the leakage but is not a transmission probability, which also depends on the shape of the ends. It is comparable with the thermal effect at this radius. Abrupt ends also reflect modes that are only just open. The pair at 0.929 eV has $q=1.36\ \text{nm}^{-1}$, a wavelength of 4.6 nm, much longer than the constriction. Its loss by reflection outweighs the gain from leakage. Matching modes at abrupt steps into hard-wall cylinders of radius 2 to 5.5 nm gives a transmission of 0.04 to 0.05 for the closed mode and 0.60 to 0.68 for each mode of the pair, so the conductance falls from 5 to about 4.2 to 4.4 in units of $2e^2/h$. For abrupt ends this is roughly ten times the thermal change; the value depends on the shape of the ends. At $R=0.40$ nm the same geometry transmits about 0.001.

**Shape.** Pairs open together because the section is circular. For an ellipse with axis ratio 1.10, the same polynomial method gives openings at mean radii $\sqrt{ab}$ of 0.470, 0.731, 0.767, 0.991, 1.004 and 1.092 nm, where $a$ and $b$ are the semi-axes. The count now runs through 1, 2, 3, 4, 5, 6. Since $E_i\propto R^{-2}$, a gap $\delta R$ between openings corresponds to an energy gap of about $2E\,\delta R/R$. For the two-channel plateau this is $2\times0.036/0.75\approx0.10$ eV, and for the four-channel plateau about 0.03 eV. A thermally rounded step is itself about $3.5k_BT=0.09$ eV wide at 300 K, so neither appears as a flat plateau at room temperature.

**Mass.** For effective mass $m^*$, in units of the free mass, $k=\sqrt{2m^*E}$. Hard-wall radii therefore grow as $1/\sqrt{m^*}$. For $m^*=0.50$ the first opening moves from 0.469 to 0.664 nm, while the sequence is unchanged.

**The real device.** The energy of 1 eV and the barrier of 2 eV are rough choices, not measured properties of a particular filament. The mass of one half is purely illustrative. Real filaments break the hard-wall assumption, which in this example lowers the first radius by about a quarter; a lighter mass acts in the opposite direction. A radius of 0.47 nm is also less than two interatomic spacings of a typical metal, so the filament is only three or four atoms across and a smooth cylinder is a guide rather than a description of the structure. Disorder and reflecting contacts can make the conductance non-integer; reflection was estimated above only for abrupt steps, and disorder is not estimated here. A measured conductance near $2e^2/h$ is therefore compatible with one open channel, but does not by itself fix the filament radius at 0.47 nm.

The numerical output below gives the main values with further digits.

## Computed results

```
Electron energy above filament floor: 1.00 eV
Energy: 0.036749 hartree; wavenumber k: 0.27111 1/bohr
Wavenumber k: 5.1232 1/nm; bohr radius: 0.052918 nm
Series J_0: at 2.40 = +0.00251, at 2.41 = -0.00268
Series J_1: at 3.83 = +0.00069, at 3.84 = -0.00334
Series J_2: at 5.13 = +0.00191, at 5.14 = -0.00149
Series J_0: at 5.52 = -0.00003, at 5.53 = +0.00337
j(0,1) = 2.4048; opens at R = 0.4694 nm; total N = 1
j(1,1) = 3.8317; opens at R = 0.7479 nm; total N = 3
j(2,1) = 5.1356; opens at R = 1.0024 nm; total N = 5
j(0,2) = 5.5201; opens at R = 1.0775 nm; total N = 6
j(3,1) = 6.3802; opens at R = 1.2454 nm; total N = 8
Other candidates: j(1,2) = 7.0156, j(0,3) = 8.6537
Disc wavenumbers times R, no Bessel functions: 2.4048 3.8317 3.8317 5.1356 5.1356 5.5201 6.3802 6.3802
Conductance per orbital channel 2e^2/h: 77.481 uS
Read bias: 0.10 V; temperature: 300 K; kT: 0.02585 eV
R = 0.40 nm: N = 0, cold current = 0.00 uA, warm G/(2e^2/h) = 0.000
R = 0.60 nm: N = 1, cold current = 7.75 uA, warm G/(2e^2/h) = 1.000
R = 0.90 nm: N = 3, cold current = 23.24 uA, warm G/(2e^2/h) = 3.000
R = 1.04 nm: N = 5, cold current = 38.74 uA, warm G/(2e^2/h) = 4.934
R = 1.16 nm: N = 6, cold current = 46.49 uA, warm G/(2e^2/h) = 6.000
Oxide barrier above electron energy: 2.0 eV
Decay length 1/kappa of the wave in the oxide: 0.1380 nm
Finite wall, mode (0,1): opens at 0.3489 nm, shift -25.7 %
Finite wall, mode (1,1): opens at 0.6282 nm, shift -16.0 %
Finite wall, mode (2,1): opens at 0.8835 nm, shift -11.9 %
Finite wall, mode (0,2): opens at 0.9573 nm, shift -11.2 %
Finite wall, mode (3,1): opens at 1.1271 nm, shift -9.5 %
At R = 1.04 nm: last open mode 0.9291 eV, next closed 1.0734 eV
Constriction length: 1.0 nm; closed-mode decay constant: 1.388 1/nm
Closed-mode density factor over that length: 0.0623
Ellipse axis ratio: 1.10; openings in mean radius (nm): 0.4704 0.7315 0.7671 0.9906 1.0044 1.0925
Mass ratio 0.50: first hard-wall opening at 0.6638 nm
```
